# Exact orbital-basis cancellation in the CABS form of the R12 projector: a numerical check

```python
"""
Result under test: with P = O + V (occupied + virtual orbitals) and C = 1 - P,
  (1-O1)(1-O2)(1-V1V2) = 1 - P1P2 - O1C2 - C1O2,
and replacing C by a finite projector orthogonal to P (CABS) still annihilates
every orbital-basis pair, whereas the ABS form
  1 - O1P'2 - P'1O2 + O1O2 - V1V2   (P' = projector on the auxiliary basis)
in general does not.
Helium example: V = <ii|(1/r12) Q u|ii>, X = <ii|u Q u|ii>,
u = -exp(-gamma r12)/(2 gamma), i = Hartree-Fock 1s orbital, atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, null_space
from scipy.special import erfcx
from pyscf import gto, scf

# ---------- operator identities for generic subspaces ----------
rng = np.random.default_rng(7)
dim = 9
frame = np.linalg.qr(rng.normal(size=(dim, dim)))[0]


def projector(vectors):
    q = np.linalg.qr(vectors)[0]
    return q @ q.T


one = np.eye(dim)
O = projector(frame[:, :2])
Vv = projector(frame[:, 2:5])
P = projector(frame[:, :5])
Cfin = projector(frame[:, 5:7])
Paux = projector(rng.normal(size=(dim, 6)))
two = np.kron
I2 = np.eye(dim * dim)
PP = two(P, P)


def q_cabs(c):
    return I2 - PP - two(O, c) - two(c, O)


def q_abs(p):
    return I2 - two(O, p) - two(p, O) + two(O, O) - two(Vv, Vv)


Q_def = two(one - O, one - O) @ (I2 - two(Vv, Vv))
assert np.allclose(Q_def, q_cabs(one - P), atol=1e-12)
Qc, Qa = q_cabs(Cfin), q_abs(Paux)
assert np.allclose(Qc @ Qc, Qc, atol=1e-12)
leak_cabs = np.linalg.norm(Qc @ PP, 2)
leak_abs = np.linalg.norm(Qa @ PP, 2)
assert leak_cabs < 1e-12 and leak_abs > 1e-2
idem_abs = np.linalg.norm(Qa @ Qa - Qa, 2)
assert idem_abs > 1e-2
R = one - P - Cfin
assert np.allclose(Qc - Q_def, two(O, R) + two(R, O), atol=1e-12)
D = P @ (one - Paux) @ P
assert np.allclose(PP @ Qa @ PP, two(O, D) + two(D, O), atol=1e-12)
VV2 = two(Vv, Vv)
assert np.linalg.norm(VV2 @ Qa @ VV2) < 1e-12
# an auxiliary basis that contains the orbital basis gives the same operator
assert np.allclose(q_abs(P + Cfin), Qc, atol=1e-12)
# a complement that overlaps the orbital basis spoils the cancellation
leak_bad = np.linalg.norm(q_cabs(projector(rng.normal(size=(dim, 2)))) @ PP, 2)
assert leak_bad > 1e-2

# ---------- helium: orbital basis and Hartree-Fock orbital ----------
bohr = const.value('Bohr radius') * 1e10
hartree = const.value('Hartree energy in eV')
gamma_A = 2.0
gamma = gamma_A * bohr
obs_A = 0.7 * 3.0 ** np.arange(6)
mol = gto.M(atom='He 0 0 0', verbose=0,
            basis={'He': [[0, [float(a * bohr**2), 1.0]] for a in obs_A]})
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged
obs = np.array([mol.bas_exp(k)[0] for k in range(mol.nbas)])
C_obs = mf.mo_coeff
ci = C_obs[:, 0]
n_obs = len(obs)


def norm(a):
    return (2 * a / np.pi) ** 0.75


def overlap(a, b):
    return (2 * np.sqrt(np.outer(a, b)) / np.add.outer(a, b)) ** 1.5


assert np.allclose(C_obs.T @ overlap(obs, obs) @ C_obs, np.eye(n_obs), atol=1e-9)


# ---------- two-electron integrals over s Gaussians ----------
def moments(mu, g):
    """Integrals of s^k exp(-mu s^2 - g s), k = 1, 2, over s > 0."""
    m0 = 0.5 * np.sqrt(np.pi / mu) * erfcx(g / (2 * np.sqrt(mu)))
    m1 = (1 - g * m0) / (2 * mu)
    return m1, (m0 - g * m1) / (2 * mu)


def weight(mu):
    return 4 * mu**1.5 / np.sqrt(np.pi)


mean = {
    'g': lambda m: 2 * np.sqrt(m / np.pi),
    'u': lambda m: -weight(m) * moments(m, gamma)[1] / (2 * gamma),
    'gu': lambda m: -weight(m) * moments(m, gamma)[0] / (2 * gamma),
    'uu': lambda m: weight(m) * moments(m, 2 * gamma)[1] / (4 * gamma**2),
}
kernel = {
    'g': lambda s: 1 / s,
    'u': lambda s: -np.exp(-gamma * s) / (2 * gamma),
    'gu': lambda s: -np.exp(-gamma * s) / (2 * gamma * s),
    'uu': lambda s: np.exp(-2 * gamma * s) / (4 * gamma**2),
}


def pair_matrix(name, basis):
    """Matrix <ii|h(r12)|ab> for basis functions a (electron 1), b (2)."""
    p = np.add.outer(basis, obs)
    d = np.outer(norm(basis), norm(obs) * ci) * (np.pi / p) ** 1.5
    pa, pb = p[:, None, :, None], p[None, :, None, :]
    return np.einsum('am,bn,abmn->ab', d, d, mean[name](pa * pb / (pa + pb)))


eri = mol.intor('int2e')
Mg_ref = np.einsum('ambn,m,n->ab', eri, ci, ci)
assert np.allclose(pair_matrix('g', obs), Mg_ref, atol=1e-9)

# ---------- reference by radial quadrature, no resolution of identity ----------
x, w = np.polynomial.legendre.leggauss(300)
r, wr = 4.5 * (x + 1), 4.5 * w
x, w = np.polynomial.legendre.leggauss(700)
s, ws = 9.0 * (x + 1), 9.0 * w
rho = np.exp(-np.outer(r**2, obs)) @ (norm(obs) * ci)
rho = rho**2
shell = np.zeros((len(r), len(s)))
for a, ca in zip(obs, norm(obs) * ci):
    for b, cb in zip(obs, norm(obs) * ci):
        p = a + b
        shell += ca * cb / (4 * p) * (np.exp(-p * np.subtract.outer(r, s)**2)
                                     - np.exp(-p * np.add.outer(r, s)**2))
shell /= np.outer(r, s)
J = {k: shell @ (4 * np.pi * s**2 * ws * h(s)) for k, h in kernel.items()}
vol = 4 * np.pi * r**2 * wr * rho
direct = {k: ci @ pair_matrix(k, obs) @ ci for k in mean}
for k in mean:
    assert abs(vol @ J[k] - direct[k]) < 1e-8, k

Lg = C_obs.T @ pair_matrix('g', obs) @ C_obs
Lu = C_obs.T @ pair_matrix('u', obs) @ C_obs


def parts(left, right):
    prod = left * right
    return prod.sum(), prod[0, 0], prod[1:, 1:].sum()


PPv, OOv, VVv = parts(Lg, Lu)
PPx, OOx, VVx = parts(Lu, Lu)
V_exact = direct['gu'] - 2 * vol @ (J['g'] * J['u']) + OOv - VVv
X_exact = direct['uu'] - 2 * vol @ J['u']**2 + OOx - VVx

# ---------- ABS and CABS forms ----------
rows = []
for n_aux in (4, 6, 8):
    aux = np.geomspace(0.4, 600.0, n_aux) * bohr**2
    basis = np.concatenate([obs, aux])
    S = overlap(basis, basis)
    C = np.vstack([C_obs, np.zeros((n_aux, n_obs))])
    val, vec = eigh(S[n_obs:, n_obs:])
    A = np.vstack([np.zeros((n_obs, n_aux)), vec / np.sqrt(val)])
    Y = A - C @ (C.T @ S @ A)
    val, vec = eigh(Y.T @ S @ Y)
    keep = val > 1e-9
    K = Y @ vec[:, keep] / np.sqrt(val[keep])
    K -= C @ (C.T @ S @ K)
    cross = C.T @ S @ A
    # auxiliary vectors orthogonal to the orbital basis; the set may be empty
    strict = A @ null_space(cross)
    assert strict.shape[1] == max(0, n_aux - n_obs)
    ag = pair_matrix('g', basis) @ C[:, 0]
    au = pair_matrix('u', basis) @ C[:, 0]

    def ri(space, left, right):
        return (space.T @ left) @ (space.T @ right)

    oc = 2 * ri(K, ag, au)
    V_cabs = direct['gu'] - PPv - oc
    V_abs = direct['gu'] - 2 * ri(A, ag, au) + OOv - VVv
    V_strict = direct['gu'] - PPv - 2 * ri(strict, ag, au)
    X_cabs = direct['uu'] - PPx - 2 * ri(K, au, au)
    X_abs = direct['uu'] - 2 * ri(A, au, au) + OOx - VVx
    miss_abs = np.eye(n_obs) - cross @ cross.T
    leak = C.T @ S @ K
    miss_cabs = np.eye(n_obs) - (C.T @ S @ C) @ (C.T @ S @ C) - leak @ leak.T
    inside = 2 * (C.T @ ag) @ miss_abs @ (C.T @ au)
    inside_c = 2 * (C.T @ ag) @ miss_cabs @ (C.T @ au)
    assert np.abs(leak).max() < 1e-8 and np.abs(miss_cabs).max() < 1e-8
    assert np.abs(C.T @ S @ strict).max(initial=0.0) < 1e-8
    # ordering of the quadratic form; 1e-8 covers quadrature and rounding
    assert -1e-8 < X_cabs - X_exact < X_abs - X_exact + 1e-8
    rows.append(dict(n=n_aux, kept=keep.sum(), strict=strict.shape[1],
                     V_cabs=V_cabs, V_abs=V_abs, V_strict=V_strict, oc=oc,
                     X_cabs=X_cabs - X_exact, X_abs=X_abs - X_exact,
                     inside=inside, inside_c=inside_c,
                     pair=2 * miss_abs[0, 0],
                     worst=np.linalg.eigvalsh(miss_abs)[-1]))
assert abs(rows[0]['inside']) > 1e-6
assert abs(rows[-1]['V_abs'] - V_exact) < abs(rows[0]['V_abs'] - V_exact)
assert abs(rows[-1]['V_cabs'] - V_exact) < 1e-3

# ---------- output ----------
print('Generic subspaces, norm of Q acting on orbital-basis pairs:')
print(f'  CABS {leak_cabs:.1e}, ABS {leak_abs:.3f}, '
      f'non-orthogonal complement {leak_bad:.3f}')
print(f'  ABS form, norm of Q^2 - Q: {idem_abs:.3f}')
print('OBS exponents (angstrom^-2):', np.round(obs_A, 3))
print(f'gamma = {gamma_A:.3f} angstrom^-1')
print(f'He Hartree-Fock energy = {mf.e_tot * hartree:.5f} eV')
print(f'term of 1 in V = {direct["gu"] * hartree:.6f} eV')
print(f'term of P1P2 in V = {PPv * hartree:.6f} eV')
print(f'term of O1O2 in V = {OOv * hartree:.6f} eV')
print(f'term of V1V2 in V = {VVv * hartree:.6f} eV')
print(f'V by quadrature = {V_exact * hartree:.6f} eV'
      f' = {V_exact:.8f} hartree')
print(f'X by quadrature = {X_exact:.8f} (dimensionless)')
for q in rows:
    print(f'ABS of {q["n"]} s functions, 0.4 to 600 angstrom^-2:')
    print(f'  CABS+ functions {q["kept"]}, strict CABS functions {q["strict"]}')
    print(f'  O1C2 + C1O2 term (CABS+) = {q["oc"] * hartree:.3e} eV')
    print(f'  V: ABS {q["V_abs"] * hartree:.6f}, '
          f'CABS+ {q["V_cabs"] * hartree:.6f} eV')
    print(f'  V error: ABS {(q["V_abs"] - V_exact) * hartree:.3e}, '
          f'CABS+ {(q["V_cabs"] - V_exact) * hartree:.3e} eV')
    print(f'  V error, strict CABS = {(q["V_strict"] - V_exact) * hartree:.3e} eV')
    print(f'  part of V error inside OBS: ABS {q["inside"] * hartree:.3e}, '
          f'CABS+ {q["inside_c"] * hartree:.1e} eV')
    print(f'  X error: ABS {q["X_abs"]:.3e}, CABS+ {q["X_cabs"]:.3e}')
    print(f'  <ii|Q_ABS|ii> = {q["pair"]:.3e}, '
          f'largest eigenvalue of P(1-P\')P = {q["worst"]:.3e}')
print('OK')
```

Output:

```
Generic subspaces, norm of Q acting on orbital-basis pairs:
  CABS 1.2e-15, ABS 1.443, non-orthogonal complement 1.267
  ABS form, norm of Q^2 - Q: 0.822
OBS exponents (angstrom^-2): [  0.7   2.1   6.3  18.9  56.7 170.1]
gamma = 2.000 angstrom^-1
He Hartree-Fock energy = -77.79304 eV
term of 1 in V = -5.554234 eV
term of P1P2 in V = -4.933259 eV
term of O1O2 in V = -3.919602 eV
term of V1V2 in V = -0.228443 eV
V by quadrature = -0.620918 eV = -0.02281833 hartree
X by quadrature = 0.00238254 (dimensionless)
ABS of 4 s functions, 0.4 to 600 angstrom^-2:
  CABS+ functions 4, strict CABS functions 0
  O1C2 + C1O2 term (CABS+) = -3.625e-05 eV
  V: ABS -0.702511, CABS+ -0.620940 eV
  V error: ABS -8.159e-02, CABS+ -2.109e-05 eV
  V error, strict CABS = -5.734e-05 eV
  part of V error inside OBS: ABS -8.320e-02, CABS+ 3.3e-14 eV
  X error: ABS 3.487e-04, CABS+ 1.289e-07
  <ii|Q_ABS|ii> = 5.661e-02, largest eigenvalue of P(1-P')P = 1.000e+00
ABS of 6 s functions, 0.4 to 600 angstrom^-2:
  CABS+ functions 6, strict CABS functions 0
  O1C2 + C1O2 term (CABS+) = -4.368e-05 eV
  V: ABS -0.624402, CABS+ -0.620932 eV
  V error: ABS -3.484e-03, CABS+ -1.366e-05 eV
  V error, strict CABS = -5.734e-05 eV
  part of V error inside OBS: ABS -2.754e-03, CABS+ 3.3e-14 eV
  X error: ABS 3.745e-05, CABS+ 8.945e-08
  <ii|Q_ABS|ii> = 8.102e-04, largest eigenvalue of P(1-P')P = 7.779e-01
ABS of 8 s functions, 0.4 to 600 angstrom^-2:
  CABS+ functions 8, strict CABS functions 2
  O1C2 + C1O2 term (CABS+) = -5.734e-05 eV
  V: ABS -0.620930, CABS+ -0.620918 eV
  V error: ABS -1.132e-05, CABS+ 5.215e-09 eV
  V error, strict CABS = -5.120e-05 eV
  part of V error inside OBS: ABS -1.042e-04, CABS+ 3.3e-14 eV
  X error: ABS 2.057e-07, CABS+ 2.039e-11
  <ii|Q_ABS|ii> = 7.179e-05, largest eigenvalue of P(1-P')P = 1.712e-01
OK
```
